# Why Accidental Band Touchings Are Points or Lines in Three Dimensions

Suppose that a band calculation on a mesh of wave vectors finds a small gap between two bands at one place. This number alone does not say what happens between the mesh points. The gap may close at a point that the mesh has missed, or along a whole line of which the mesh has caught one place, or nowhere. Nor does the number say whether a small change of the crystal will remove the touching or merely move it. Counting the conditions for a touching settles what shapes to expect.

The statement is as follows. Take two neighbouring bands in three dimensions, separated from all others near some $\mathbf k$, with a Hamiltonian smooth in $\mathbf k$.

- If no symmetry acts at fixed $\mathbf k$, a touching requires three real conditions, and generic touchings are isolated points.
- If inversion times time reversal, $PT$, is a symmetry and $(PT)^2=+1$, as without spin-orbit coupling, a touching requires two conditions, and generic touchings form lines.

The number of conditions is the codimension: the dimension of the space minus that of the touching set. "Accidental" means that no crystal symmetry fixing $\mathbf k$ forces the states together or gives them different labels. "Generic" means that the gradients of the functions that must vanish are linearly independent at the touching. The count gives the shape of a touching set that exists; it does not promise that one exists.

## The four coefficients of a two-band Hamiltonian

Every Hermitian $2\times2$ matrix can be written with four real functions of $\mathbf k$:
$$H=d_0+\mathbf d\cdot\boldsymbol\sigma=\begin{pmatrix}d_0+d_z&d_x-id_y\\ d_x+id_y&d_0-d_z\end{pmatrix}.$$
Different Pauli matrices anticommute and each squares to one, so the cross terms cancel in
$$(\mathbf d\cdot\boldsymbol\sigma)^2=d_x^2+d_y^2+d_z^2=|\mathbf d|^2 .$$
The eigenvalues of $\mathbf d\cdot\boldsymbol\sigma$ are therefore $\pm|\mathbf d|$, one of each sign because the trace is zero. Hence
$$E_\pm=d_0\pm|\mathbf d|,\qquad E_+-E_-=2|\mathbf d|.$$

The coefficient $d_0$ shifts both levels together and contributes no condition. The other three enter as a sum of squares, which vanishes only if each term vanishes. Equal diagonal elements, $d_z=0$, are not enough: the off-diagonal element must vanish too, and a complex number has two real parts.

## What $PT$ removes

Inversion and time reversal each take $\mathbf k$ to $-\mathbf k$, so their product $A=PT$ acts at fixed $\mathbf k$ and commutes with $H(\mathbf k)$. It is antiunitary: $A(c\phi)=c^*A\phi$ and $\langle A\phi|A\chi\rangle=\langle\phi|\chi\rangle^*$. Without spin-orbit coupling, and with spin-independent bands, each spin sector can be treated as spinless. Then $P^2=T^2=1$, the two commute, and $A^2=1$.

This sign permits a basis of vectors that $A$ leaves unchanged. For any $\phi$, the vector $\phi+A\phi$ is unchanged, because $A(\phi+A\phi)=A\phi+\phi$. If it happens to be zero, then $A\phi=-\phi$, and $i\phi$ is unchanged instead. Call the normalized result $a_1$. If $\chi$ is orthogonal to $a_1$, then
$$\langle a_1|A\chi\rangle=\langle Aa_1|A\chi\rangle=\langle a_1|\chi\rangle^*=0,$$
so $A$ maps the orthogonal complement into itself, and the construction can be repeated there to give $a_2$. In this basis
$$\langle a_i|H|a_j\rangle^*=\langle Aa_i|AHa_j\rangle=\langle Aa_i|HAa_j\rangle=\langle a_i|H|a_j\rangle .$$
The matrix is real. A real symmetric $2\times2$ matrix has one off-diagonal number instead of two, so one of the three conditions is gone.

## Why two bands suffice

In a crystal with many bands, let $\Pi(\mathbf k)$ project onto the two states considered. It is a contour integral of $(z-H)^{-1}$ around their two energies. The contour avoids the other levels near a chosen $\mathbf k_0$, so $\Pi$ is smooth even where the two levels touch.

Take an orthonormal basis $a_j$ of the pair at $\mathbf k_0$. The vectors $\Pi(\mathbf k)a_j$ stay independent nearby. Multiplication by the inverse square root of their overlap matrix makes them orthonormal, and $H$ in this basis is a smooth $2\times2$ matrix.

With $PT$, choose $a_j$ unchanged by $A(\mathbf k_0)$ and use $\tfrac12\Pi(\mathbf k)[1+A(\mathbf k)]a_j$, with $A(\mathbf k)$ smooth. These vectors are unchanged by $A(\mathbf k)$, since $A$ commutes with $\Pi$ and $A^2=1$. Their overlaps are real, so orthonormalization preserves this property, and the smooth $2\times2$ matrix is real.

## From conditions to shapes

Near a touching at $\mathbf k_0$, write $\mathbf k=\mathbf k_0+\mathbf q$.

**Three conditions.** To first order $\mathbf d=J\mathbf q$, with $J_{ij}=\partial d_i/\partial k_j$. If $\det J\ne0$, there is a number $s>0$ with $|J\mathbf q|\ge s|\mathbf q|$. The remainder is at most $C|\mathbf q|^2$, so
$$|\mathbf d|\ge s|\mathbf q|-C|\mathbf q|^2>0\qquad\text{for }0<|\mathbf q|<s/C .$$
The touching is isolated.

**Two conditions.** In the real basis $d_y$ vanishes and $d_x,d_z$ remain. Multiplying the second basis vector by a factor $\pm i$ turns $\sigma_x$ into $\sigma_y$ up to sign, so, to match the model below, call the remaining functions $d_y$ and $d_z$. If their gradients are independent, $d_y$, $d_z$ and a third coordinate along $\nabla d_y\times\nabla d_z$ can serve as local coordinates, by the inverse function theorem. The touching set is $d_y=d_z=0$ with the third coordinate free: a curve. Its tangent is orthogonal to both gradients and hence parallel to their cross product.

Dependent gradients are exceptional. By Sard's theorem, the values that a smooth map takes at points where its gradients are dependent have zero volume in the target space. Almost every constant shift of the allowed coefficients therefore leaves only regular touchings, or none.

## A model that isolates each condition

Place an $s$ and a $p$ orbital on each site of a simple cubic lattice, with $\mathbf k$ in units of $1/a_0$, where $a_0$ is the lattice constant. The $s$ orbital is even and the $p$ orbital odd, so $P=\sigma_z$ with $\mathbf k\to-\mathbf k$. Real orbitals give $T=K$, complex conjugation, also with $\mathbf k\to-\mathbf k$. Thus $PT=\sigma_zK$ and the symmetry demands $\sigma_zH^*\sigma_z=H$. Conjugation reverses $\sigma_y$; the two factors $\sigma_z$ reverse $\sigma_x$ and $\sigma_y$. Altogether
$$\sigma_zH^*\sigma_z=d_0-d_x\sigma_x+d_y\sigma_y+d_z\sigma_z ,$$
so $PT$ forbids $d_x$. The allowed coefficients are chosen as
$$d_z=m-t(\cos k_x+\cos k_y+\cos k_z),$$
$$d_y=v\sin k_z+a\sin k_x+b\sin k_y,$$
with round values $m=2$, $t=v=1$, $a=0.4$, $b=0.2$ eV, and $d_0=0$.

### First condition: $d_z=0$ gives a surface

Without hybridisation the bands would touch wherever
$$\cos k_x+\cos k_y+\cos k_z=2 .$$
This is a smooth surface: $\nabla d_z=t(\sin k_x,\sin k_y,\sin k_z)$ vanishes only where every cosine is $\pm1$, and there the sum is odd, not 2.

### Second condition: $d_y=0$ cuts the surface to a line

The hybridisation vanishes where $\sin k_z=-(0.4\sin k_x+0.2\sin k_y)$. The right side is at most 0.6 in size, so $|\cos k_z|\ge0.8$. A negative $\cos k_z$ would require $\cos k_x+\cos k_y\ge2.8$, which is impossible. The touchings therefore lie on the branch near $k_z=0$. Numerically they form a closed line of length 9.55, with $k_z$ between $-0.527$ and $0.527$.

Where $k_x=0$, for instance, the equations become
$$\cos k_y+\cos k_z=1,\qquad \sin k_z=-0.2\sin k_y .$$
One solution is $k_y=1.5506$, $k_z=-0.2013$, and the other is its opposite. The first gives $0.0202+0.9798=1.0000$ and $-0.2000=-0.2\times0.9998$.

Is this line accidental? For $a=b=0$ it would lie in the plane $k_z=0$, where a mirror gives $s$ and $p_z$ different labels. The chosen $a$ and $b$ remove this mirror and all others. Every cubic operation leaves $d_z$ unchanged, so a symmetry would have to take $d_y$ to $\pm d_y$. The operation permutes the three sines and changes their signs, and the coefficients 0.4, 0.2 and 1 differ in size, so only the identity and inversion qualify. Nor does the line lie in any of the nine mirror planes of the cube. The point $(0,1.5506,-0.2013)$ is outside all of them except $k_x=0$, and another point of the line, $(0.9697,0.9697,-0.5177)$, is outside that one.

A harder trial is to add 0.2 eV to $d_y$ and 0.1 eV to $d_z$. A constant $\sigma_y$ term changes sign under $P$ and also under $T$, so each is broken, while their product survives. On the old line the gap becomes
$$2\sqrt{0.2^2+0.1^2}=0.447\ \text{eV},$$
yet a closed touching line still exists, displaced and with length 8.87. The product $PT$ is what matters here, not $P$ and $T$ separately.

### Third condition: $d_x=0$ cuts the line to points

Now break $PT$ by a nonzero $d_x$. On the old line the other coefficients vanish, so the gap there is $2|d_x|$. Elsewhere $d_y$ or $d_z$ is nonzero and no touching can occur. What remains is the set of zeros of $d_x$ on the line. With $g=0.5$ eV, three choices show the possibilities:

- $d_x=g\sin k_x$ keeps $P$ and breaks $T$. Two points remain, at $\pm(0,1.5506,-0.2013)$.
- $d_x=g(\cos k_x-\cos k_y)$ keeps $T$ and breaks $P$. Four points remain: $\pm(0.970,0.970,-0.518)$ and $\pm(1.039,-1.039,-0.173)$.
- $d_x=g$ also keeps $T$ and breaks $P$. No point remains, and the minimum gap is $2g=1$ eV.

The last case shows that three equations in three unknowns need not have a solution. In the first case zeros were unavoidable: the line is mapped to itself by $\mathbf k\to-\mathbf k$, and an odd function has opposite signs at opposite places, so it must vanish between them.

The surviving points do not depend on the remaining symmetry. For $d_x=g\sin k_x$, adding 0.05 eV to all three coefficients moves one point to $(-0.100,1.494,-0.211)$ and the other to $(-0.100,-1.498,0.191)$. Each coefficient can be brought back to zero by a small displacement because $\det J\ne0$.

## Why a small change cannot remove the touching

**Line.** The change of basis $V=\mathrm{diag}(1,i)$ turns $\sigma_y$ into $V^\dagger\sigma_yV=\sigma_x$ and leaves $\sigma_z$ alone. With $d_z=\rho\cos\theta$ and $d_y=\rho\sin\theta$,
$$V^\dagger HV=\rho\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},\qquad u_-=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.$$
On a small circle around the line, $\theta$ changes by $\pm2\pi$, because $(d_y,d_z)$ is an invertible linear function of the two transverse displacements. The real state $u_-$ then changes sign, which is a Berry phase $\pi$.

If the gap were open on a whole disc bounded by this circle, $\theta$ would be continuous on the disc. Shrinking the circle to a point would then reduce its winding to zero, a contradiction. Every such disc contains a touching as long as $PT$ holds and the gap on the circle stays open.

In the model the phase is $\pi$ on a circle of radius 0.2 around the line and zero on one beside it. With $d_x=g$ it drops to $0.067\pi$ on the circle centred near $k_y=0$, $k_x>0$, and its value varies with the place of the circle along the line: the phase is no longer restricted to 0 or $\pi$, and the protection is lost.

**Point.** Let $\theta,\varphi$ now be the polar angles of $\mathbf d$. The lower state is
$$u_-=\begin{pmatrix}-\sin(\theta/2)e^{-i\varphi}\\ \cos(\theta/2)\end{pmatrix}.$$
With $A_j=i\langle u_-|\partial_ju_-\rangle$, one finds $A_\theta=0$ and $A_\varphi=\sin^2(\theta/2)$. The Berry curvature is $\partial_\theta A_\varphi=\tfrac12\sin\theta$, and its flux through the sphere is $2\pi\int_0^\pi\tfrac12\sin\theta\,d\theta=2\pi$. The Chern number, flux over $2\pi$, is 1 in $\mathbf d$ space. A small sphere in $\mathbf k$ space covers the $\mathbf d$ sphere once, with orientation $\mathrm{sign}(\det J)$, so
$$C_-=\mathrm{sign}(\det J)=\pm1 .$$
While the gap on the sphere stays open, this integer cannot change. If no touching lay inside, the sphere could be shrunk until its flux vanished. A single point therefore cannot disappear; it must first meet a point of opposite sign. In both examples with points the Chern numbers sum to zero.

## Weighing a line against points

The codimension also governs how much of $\mathbf k$ space has a small gap. Let the gap be below $2\delta$, so $|\mathbf d|<\delta$.

Across a line, the map from transverse displacements to $(d_y,d_z)$ multiplies area by $|\nabla d_y\times\nabla d_z|$. The disc of radius $\delta$ thus comes from an area $\pi\delta^2/|\nabla d_y\times\nabla d_z|$. Around a point, the ball of radius $\delta$ comes from a volume $\tfrac{4\pi}{3}\delta^3/|\det J|$. To leading order in $\delta$,
$$\Omega_{\rm line}=\pi\delta^2\oint\frac{dl}{|\nabla d_y\times\nabla d_z|},\qquad
\Omega_{\rm points}=\frac{4\pi}{3}\delta^3\sum_i\frac1{|\det J_i|}.$$

Take gaps below 0.2 eV, so $\delta=0.1$ eV. The line integral is $8.686\ \mathrm{eV^{-2}}$ in these units of $\mathbf k$, and the zone volume is $(2\pi)^3=248.05$. The line's share of the zone is
$$\frac{\pi\times0.01\times8.686}{248.05}=1.10\times10^{-3}.$$

For the two points with $d_x=g\sin k_x$, the first row of $J$ is $(g,0,0)$, and at the point with $k_y=1.5506$
$$\det J=g\,(b\cos k_y\,t\sin k_z-v\cos k_z\,t\sin k_y)$$
$$=0.5\,(-0.0008-0.9796)=-0.490\ \text{eV}^3 .$$
The other point has the opposite sign. Their share is
$$\frac{4.189\times10^{-3}\times2/0.490}{248.05}=6.9\times10^{-5},$$
about 16 times smaller. Direct counting on a grid gives $1.10\times10^{-3}$ and $7.0\times10^{-5}$. Between gaps of 0.2 and 0.4 eV the counted shares grow with exponents 2.005 and 3.027, close to the codimensions.

The same powers appear when there are more levels. For random $4\times4$ matrices, the probability of a small middle gap grows with exponent 1.91 if they are real and 2.98 if they are complex. These exponents come from the counts of gaps below 0.2 and below 0.4 among 200000 samples, and the test requires them to lie within 0.25 of 2 and 3. Their sampling errors are about 0.02 and 0.06, and the finite window lowers both by about 0.05; the values 2 and 3 are the limits for small gaps. The numerical check checks these counts, shapes and charges numerically; in its units the letter $a$ stands for the lattice constant $a_0$, not for the coefficient $a=0.4$ eV.

## Where the count changes

**Dependent gradients.** At $m=3t$ the model has $d_z=t\sum_j(1-\cos k_j)\ge0$, which vanishes only at $\mathbf k=0$, where $d_y$ vanishes too. The touching is a point although $PT$ holds, because $\nabla d_z=0$ there. This is a fine-tuned case: for $m>3t$, $d_z$ is positive everywhere and the touching is gone.

**Spin-orbit coupling.** For spin-$\tfrac12$ electrons whose spin cannot be separated from the orbital motion, $(PT)^2=-1$. Antiunitarity gives
$$\langle\phi|A\phi\rangle=\langle A(A\phi)|A\phi\rangle=-\langle\phi|A\phi\rangle=0,$$
so $\phi$ and $A\phi$ are orthogonal states of equal energy. Every band is a doublet, and the question becomes when two doublets meet.

In the basis $(\phi_1,A\phi_1,\phi_2,A\phi_2)$, each $2\times2$ block $h$ of $H$ must satisfy $\sigma_yh^*\sigma_y=h$. Since $\sigma_y\sigma_j^*\sigma_y=-\sigma_j$, a block has the form $q_0+i\mathbf q\cdot\boldsymbol\sigma$ with real $q_0,\mathbf q$. Diagonal blocks are also Hermitian, which leaves only a number times the identity:
$$H=\begin{pmatrix}E_1&q_0+i\mathbf q\cdot\boldsymbol\sigma\\ q_0-i\mathbf q\cdot\boldsymbol\sigma&E_2\end{pmatrix}.$$
All four levels coincide only if $H$ is a multiple of the identity. This requires $E_1=E_2$ and four vanishing coefficients, five conditions in all. Three components of $\mathbf k$ cannot generically satisfy them, so neither lines nor points of accidental touching are expected. If $PT$ is then broken and no other symmetry acts at fixed $\mathbf k$, the bands are generically single, the count returns to three, and isolated points are again possible.

## Computed values

```
m=2.0, t=1.0, v=1.0, a=0.4, b=0.2, g=0.5 eV
conditions, no symmetry: 3
conditions, PT squared +1: 2
conditions, PT squared -1, two doublets: 5
free splittings inside one doublet: 0
line: length 9.5546 /a
line: kz from -0.5269 to 0.5269 /a
line: in-plane radius 1.3699 to 1.5569 /a
line: largest gap below 1e-9 eV: True
line: smallest |grad dy x grad dz| 0.9517 eV^2 a^2
line: integral dl/|cross| 8.6864 /(eV^2 a^3)
PT-keeping shift: dy 0.2, dz 0.1 eV
  smallest gap on old line 0.4472 eV
  gap on moved line below 1e-9 eV: True
  moved line: length 8.8662 /a
Berry phase/pi, circle radius 0.2/a on line: 1.0000
Berry phase/pi, circle beside line: 0.0000
Berry phase/pi, on line, dx = g: 0.0674
dx = g sin kx: 2 points (k in 1/a)
  (-0.0000, 1.5506, -0.2013) Chern -1, det J -0.4902 eV^3 a^3
  (-0.0000, -1.5506, 0.2013) Chern +1, det J +0.4902 eV^3 a^3
dx = g(cos kx - cos ky): 4 points (k in 1/a)
  (0.9697, 0.9697, -0.5177) Chern +1, det J +0.6603 eV^3 a^3
  (-1.0385, 1.0385, 0.1732) Chern -1, det J -0.7389 eV^3 a^3
  (-0.9697, -0.9697, 0.5177) Chern +1, det J +0.6603 eV^3 a^3
  (1.0385, -1.0385, -0.1732) Chern -1, det J -0.7389 eV^3 a^3
dx = g: 0 points, grid minimum gap 1.0000 eV
dx = g sin kx, all three d shifted by 0.05 eV:
  point at (-0.1002, 1.4935, -0.2110) /a
  point at (-0.1002, -1.4976, 0.1906) /a
zone share with gap < 0.2 eV: counted, predicted
  line: 1.103e-03, 1.100e-03
  2 points: 6.963e-05, 6.890e-05
  4 points: 9.763e-05, 9.686e-05
exponent of share between gaps 0.2 and 0.4 eV:
  line: 2.005
  2 points: 3.027
  4 points: 3.040
random 4-level exponent, real: 1.91
random 4-level exponent, complex: 2.98
```
